# When a hole shared by two oxygen sites traps itself

A hole left in an oxide can have two equivalent oxygen atoms to choose from, for example beside an aluminium atom that has replaced silicon. Hopping favours an equal share on both, because the bonding combination is lower than either site alone. The lattice favours a choice: if the hole sits on one oxygen, the surrounding atoms relax and deepen its level there. Which tendency prevails decides whether the hole is a shared electronic state or a localized defect that must cross a barrier to move.

## From two oxygen displacements to one distortion

Let oxygen \(i\) have displacement \(q_i\) and a spring of stiffness \(K>0\), and let \(n_i\) be the probability of finding the hole there. Take the local coupling energy as \(Gq_in_i\). The signs refer to the energy of the hole, which therefore occupies the lowest hole level. With

\[
X=\frac{q_1+q_2}{\sqrt2},\qquad x=\frac{q_1-q_2}{\sqrt2},\qquad n_1+n_2=1,
\]

we have \(q_1=(X+x)/\sqrt2\) and \(q_2=(X-x)/\sqrt2\), so

\[
\frac K2(q_1^2+q_2^2)+G(q_1n_1+q_2n_2)
=\frac K2(X^2+x^2)+gX+gx(n_1-n_2),\qquad g=\frac{G}{\sqrt2}.
\]

The common displacement \(X\) feels the same force \(-g\) wherever the hole is. It relaxes to \(X=-g/K\) and contributes \(-g^2/(2K)\) to shared and trapped states alike. I omit this constant until individual oxygens matter again.

What remains is the antisymmetric distortion \(x\), which shifts the site energies by \(+gx\) and \(-gx\). With hopping matrix element \(-t\), \(t>0\), the energy operator for nuclei at rest is

\[
H(x)=\frac{Kx^2}{2}+\begin{pmatrix}gx&-t\\-t&-gx\end{pmatrix}.
\]

Three conventions fix the factors below: the elastic energy is \(Kx^2/2\), the site energies differ by \(2gx\), and the undistorted levels are \(2t\) apart. If the elastic energy were written \(Kx^2\), the threshold \(g^2>Kt\) derived here would read \(g^2>2Kt\). The coupling is linear, the spring harmonic, and \(t\) independent of \(x\).

## First derivation: solve for the hole, then move the lattice

At fixed \(x\) the \(2\times2\) matrix has zero trace and determinant \(-(g^2x^2+t^2)\). Its eigenvalues are therefore \(\pm u\), with

\[
u(x)=\sqrt{g^2x^2+t^2},
\]

and the hole in the lower state gives the adiabatic energy

\[
E(x)=\frac{Kx^2}{2}-\sqrt{g^2x^2+t^2}.
\]

For small \(x\), expand the root as \(t\,[1+g^2x^2/(2t^2)-g^4x^4/(8t^4)+\dots]\):

\[
E(x)=-t+\frac12\left(K-\frac{g^2}{t}\right)x^2+\frac{g^4x^4}{8t^3}+\dots
\]

The distortion mixes the bonding state with the antibonding one, \(2t\) above it. The mixing element is \(gx\), so second-order perturbation theory gives a gain \((gx)^2/(2t)\), the term found here. It exceeds the elastic cost \(Kx^2/2\) when \(g^2>Kt\).

This local test does not exclude a minimum far from \(x=0\) when the shared state is locally stable. To settle that, use \(x^2=(u^2-t^2)/g^2\) and write the energy in terms of \(u\):

\[
E=\frac{K}{2g^2}(u^2-t^2)-u
=\frac{K}{2g^2}\left(u-\frac{g^2}{K}\right)^2-\frac{g^2}{2K}-\frac{Kt^2}{2g^2},
\qquad u\ge t.
\]

This is an upward parabola with its vertex at \(u=g^2/K\). If \(g^2/K\le t\), the energy rises throughout the allowed range \(u>t\), and the unique minimum is at \(u=t\), that is \(x=0\). This includes equality, where the minimum is quartic. If \(g^2/K>t\), the vertex is allowed, and it corresponds to two distortions \(\pm x_0\). Within the model, then, adiabatic self-trapping occurs if and only if

\[
\boxed{g^2>Kt.}
\]

Setting \(u=g^2/K\) in the definition of \(u\) gives

\[
x_0^2=\frac{g^2}{K^2}-\frac{t^2}{g^2},\qquad
E_{\min}=-\frac{g^2}{2K}-\frac{Kt^2}{2g^2}.
\]

Since \(E(0)=-t\), the barrier is

\[
B=-t+\frac{g^2}{2K}+\frac{Kt^2}{2g^2}
=\frac{(g^2-Kt)^2}{2Kg^2}.
\]

Two limits show what this means. Define \(\lambda=g^2/(Kt)\). Then

\[
x_0=\frac tg\sqrt{\lambda^2-1},\qquad B=\frac{t(\lambda-1)^2}{2\lambda}.
\]

Just above threshold the distortion grows as \(\sqrt{\lambda-1}\) but the barrier as \((\lambda-1)^2\), so the trap is at first very shallow. For \(t\to0\), the distortion tends to \(g/K\) and the barrier to \(g^2/(2K)\), the antisymmetric part of the relaxation energy of a hole fixed on one site. The common displacement, omitted here, contributes an equal amount.

The curvature in a well follows from \(u'=g^2x/u\):

\[
E''=K-\frac{g^2}{u}+\frac{g^4x^2}{u^3}
=K-\frac{g^2t^2}{u^3}
\;\longrightarrow\;K\left(1-\frac1{\lambda^2}\right).
\]

The second equality uses \(g^2x^2=u^2-t^2\), and the last expression is taken at \(u=g^2/K\). The vertical gap between the two hole levels is \(2u\): it is \(2t\) at the barrier top and \(2g^2/K\) in a well.

## Second derivation: relax the lattice, then choose the hole state

Now leave the hole state free and eliminate the lattice first. Let the site amplitudes be \(a\) and \(b\), with \(|a|^2+|b|^2=1\), and let \(p=|a|^2-|b|^2\) be the polarization. For given magnitudes, the hopping energy \(-2t\,\mathrm{Re}(a^*b)\) is lowest when the phases agree. Then

\[
2|a||b|=\sqrt{(|a|^2+|b|^2)^2-(|a|^2-|b|^2)^2}=\sqrt{1-p^2},
\]

and the energy to be minimized is

\[
F(x,p)=\frac{Kx^2}{2}+gxp-t\sqrt{1-p^2}.
\]

At fixed \(p\), the condition \(\partial F/\partial x=Kx+gp=0\) gives \(x=-gp/K\). The elastic term becomes \(+g^2p^2/(2K)\) and the coupling term \(-g^2p^2/K\), leaving

\[
\varepsilon(p)=-\frac{g^2p^2}{2K}-t\sqrt{1-p^2}.
\]

The lattice has become an attraction of the hole to its own density, opposed by the loss of bonding. Let \(c=\sqrt{1-p^2}\), which runs from 0 for a hole on one site to 1 for an equal share, and let \(A=g^2/K\). Then

\[
\varepsilon=-\frac A2(1-c^2)-tc
=\frac A2\left(c-\frac tA\right)^2-\frac A2-\frac{t^2}{2A}.
\]

This too is an upward parabola, now on \(0\le c\le1\), with its vertex at \(c=t/A\). If \(t\ge A\), the lowest allowed point is \(c=1\), the shared hole. If \(t<A\), the vertex lies inside the range and the hole is polarized. The condition \(A>t\) is again \(g^2>Kt\). The trapped state has

\[
|p|=\sqrt{1-\frac{t^2}{A^2}}=\sqrt{1-\frac1{\lambda^2}},
\]

and \(|x|=g|p|/K\) reproduces \(x_0\). The energy above the minimum at \(c=1\) is \(A(1-t/A)^2/2\), the same barrier \(B\).

## What each derivation assumes

The two calculations minimize the same function \(F\) in opposite orders, so their minima must agree. Their intermediate curves describe different constraints. In the first, the hole is in its lowest state at every \(x\), so near the shared state \(p\simeq-gx/t\). In the second, the lattice is relaxed at every \(p\), so \(x=-gp/K\). These relations coincide to first order at threshold.

The first derivation assumes that the hole follows the nuclei. It yields a potential on which nuclei can vibrate, tunnel or be thermally excited. Its local half also survives a change of spring: if the energy of each oxygen is \(V(q)\), expansion about the relaxed common displacement \(q_c\) replaces \(K\) by \(V''(q_c)\). The shared state is then unstable for \(g^2>V''(q_c)t\), but distant minima must be sought separately, since the parabola in \(u\) used the harmonic energy.

The second derivation assumes that the lattice responds to the mean density of the hole. This is a mean-field statement, and it keeps a meaning when the nuclei are quantum particles. Take a product of one hole state and one nuclear wavefunction. The nuclei then see a harmonic potential displaced by \(-gp/K\), and the lowest energy is \(\varepsilon(p)+\hbar\omega/2\), with \(\omega=\sqrt{K/M}\) and \(M\) the mass for the coordinate \(x\). The threshold in this approximation does not depend on \(M\). The price is the neglect of correlation between the position of the hole and that of the nuclei.

Neither derivation makes the full quantum ground state asymmetric. With nuclear kinetic energy included, exchange the sites and reverse \(x\) together. Both \(x\) and the site-difference operator change sign, so their product is unchanged, as are hopping, elastic and kinetic energy. A nondegenerate eigenstate is therefore even or odd under this operation, and its mean polarization is zero. Below, "trapped" means that the adiabatic surface has two wells.

## A hole beside aluminium in silica

Take the rough round values \(K=2500\) eV/nm², \(g=50\) eV/nm, \(t=0.20\) eV and \(M=16\) u. The hopping at threshold is

\[
\frac{g^2}{K}=\frac{2500}{2500}\ \text{eV}=1.0\ \text{eV},
\qquad \lambda=\frac{1.0}{0.20}=5 .
\]

For a pair of sites, the hole is well inside the trapped regime:

\[
x_0=\sqrt{(0.020)^2-(0.004)^2}\ \text{nm}=0.0196\ \text{nm},
\]
\[
B=\frac{(1.0-0.20)^2}{2\times1.0}\ \text{eV}=0.32\ \text{eV}=0.0118\ \text{hartree}.
\]

The polarization is \(\sqrt{1-1/25}=0.98\), so the favoured oxygen holds 99% of the hole. The vertical gap in the well is 2.0 eV, more than six times the barrier: a vertical transition leaves the nuclei in place, whereas a thermal hop lets them move.

With \(K\) and \(g\) fixed, raising \(t\) to 0.5 eV leaves a barrier of 0.125 eV. At 0.9 eV the distortion is still 0.0087 nm but the barrier is 0.005 eV. At 1.1 eV both vanish. This is the contrast between the square-root and quadratic laws near threshold.

### Moving nuclei

The bare vibration quantum is \(\hbar\omega=0.081\) eV. In the well it is reduced by \(\sqrt{1-1/\lambda^2}\), giving a zero-point energy of 0.040 eV, one eighth of the barrier. The two would be equal at \(t=0.77\) eV. Between there and 1.0 eV the surface has two wells, but the harmonic zero-point energy exceeds the barrier, so the static threshold is a poor guide to localization.

Diagonalizing the full problem of hole and vibration gives a ground energy of \(-0.48049\) eV. The mean-field product state gives \(-0.5200+0.0404=-0.4796\) eV, about 0.9 meV higher. The adiabatic picture can be bracketed more tightly. Replacing the hole energy at each \(x\) by its lowest eigenvalue cannot raise the total, so the ground energy on \(E(x)\) is a lower bound. For an upper bound, use a nuclear wavefunction times the real lower hole state \(\chi(x)\). Normalization gives \(\langle\chi|\chi'\rangle=0\), so the kinetic energy adds \((\hbar^2/2M)\langle\chi'|\chi'\rangle\). With \(\cot\theta=gx/t\), the state turns through half the angle \(\theta\), and \(\theta'=-gt/u^2\). The added energy is

\[
\frac{\hbar^2}{2M}\left(\frac{\theta'}2\right)^2
=\frac{\hbar^2}{8M}\left(\frac{gt}{g^2x^2+t^2}\right)^2 ,
\]

which is 0.020 eV at \(x=0\). The bounds are \(-0.48054\) and \(-0.48048\) eV, on either side of the full result.

The tunnel splitting is more sensitive. The full value is \(4.1\times10^{-6}\) eV. The lower surface gives \(5.5\times10^{-6}\) eV, about a third more than the full value, and the corrected surface \(4.9\times10^{-6}\) eV, 20% more. Bounds on the ground energy are not bounds on the splitting.

So small a splitting makes the symmetric ground state fragile. Site energies of \(\pm4.1\times10^{-5}\) eV, ten splittings each way, raise the mean polarization from zero to 0.976. Static disorder of that size is enough to select one oxygen in the ground state. In thermal equilibrium the selection is nearly complete only well below 1 K, where \(k_BT\) is small compared with the site difference of \(8.2\times10^{-5}\) eV.

### Temperature

At 300 K, \(B/(k_BT)=12.4\). The classical hop rate is the well frequency times the Boltzmann factor. The frequency is twice the zero-point energy divided by \(h\), about \(1.9\times10^{13}\) s\(^{-1}\), and the rate is \(8\times10^7\) s\(^{-1}\). The trapped hole of this model is therefore mobile between its two sites at room temperature, with a classical dwell time near 12 ns.

That classical rate is probably too low by a factor of a few, because tunnelling already competes. At the barrier top the curvature is \(K-g^2/t=-K(\lambda-1)\), so the inverted frequency is \(\omega_b=\omega\sqrt{\lambda-1}\). Transmission through a parabolic barrier at depth \(\delta\) below its top falls roughly as \(e^{-2\pi\delta/(\hbar\omega_b)}\), while the thermal population grows as \(e^{\delta/(k_BT)}\). For this parabola, tunnelling below the top takes over when

\[
T<\frac{\hbar\omega\sqrt{\lambda-1}}{2\pi k_B}=299\ \text{K}.
\]

Room temperature lies at the crossover, and the classical rate should not be extrapolated below it. Farther down, the actual barrier is wider than the parabola, so on cooling the dominant tunnelling energy sinks gradually from the top towards the bottom of the well.

### An electric field across the pair

Let a static bias change the site energies to \(\pm(gx+h)\). With \(w=gx+h\) and \(A=g^2/K\),

\[
E=\frac{(w-h)^2}{2A}-\sqrt{w^2+t^2},
\]

and \(dE/dw=0\) requires

\[
h=w-\frac{Aw}{\sqrt{w^2+t^2}} .
\]

For \(A>t\), the right-hand side has two turning points, and between their values of \(h\) there are three solutions: two wells and a barrier. Its derivative, \(1-At^2/(w^2+t^2)^{3/2}\), vanishes at \(\sqrt{w^2+t^2}=A^{1/3}t^{2/3}\), where \(|w|=t^{2/3}(A^{2/3}-t^{2/3})^{1/2}\). Substitution gives

\[
|h|=|w|\left(\frac{A^{2/3}}{t^{2/3}}-1\right)
=\left(A^{2/3}-t^{2/3}\right)^{3/2}.
\]

The second well survives for \(|h|\) below this value, here 0.53 eV. An oxide field of 5 MV/cm is 0.5 V/nm. Along an O–O distance of 0.26 nm it makes a site difference of 0.13 eV, so \(h=0.065\) eV. Both wells remain, and the barrier out of the upper one falls from 0.32 to 0.26 eV.

### More oxygens and stiffer bonds

An aluminium atom on a silicon site has four oxygen neighbours. The second derivation extends to them directly. Relaxing each oxygen gives \(q_i=-Gn_i/K\) and an energy \(-(G^2/2K)\sum_in_i^2\), with \(G^2/(2K)=g^2/K=1.0\) eV. For equal hopping between all pairs, an equal share over \(N\) sites has energy

\[
W_N=-\frac{G^2}{2KN}-(N-1)t .
\]

Thus \(W_2=-0.5-0.2=-0.70\) eV, the barrier top of the pair with the common-mode energy restored, while \(W_4=-0.25-0.60=-0.85\) eV. Sharing among four thus lowers the region between the wells. The equal share, 0.22 eV above the relaxed well, is not itself the pass, since it is unstable in three directions. A numerical search over all displacements that favour two oxygens equally finds a slightly lower point, a true saddle with shares near 0.4, 0.4, 0.1 and 0.1, lying 0.21 eV above the relaxed well. This is the barrier. The sign of \(t\), irrelevant for two sites, matters here: this is the sign for which the equal, in-phase share gains energy. With the opposite sign, the two extra oxygens slightly raise the harmonic barrier instead of lowering it.

The harmonic spring is also strained. The oxygen carrying the hole moves by \(Gn/K=70.7\times0.99/2500=0.028\) nm, a sizeable part of a bond length of roughly 0.17 nm. Suppose instead that it sits between two opposed Morse bonds with decay parameter \(\alpha=20\) nm\(^{-1}\) and the same stiffness at \(q=0\). Their energy is

\[
V(q)=\frac{K}{4\alpha^2}\left[2-4\cosh\alpha q+2\cosh2\alpha q\right]
=\frac{Kq^2}{2}\left(1+\frac{7}{12}\alpha^2q^2+\dots\right).
\]

At 0.028 nm the leading correction is about 18% of the harmonic energy. The two-site barrier falls to 0.23 eV, and with four oxygens and stiffening together it is 0.13 eV. This choice exaggerates the stiffening: it makes each bond only \(K/(4\alpha^2)=1.6\) eV deep, whereas a Si–O bond is worth about 4.7 eV. Matching that depth at the same \(K\) requires \(\alpha=11.5\) nm\(^{-1}\), and the two barriers become 0.28 and 0.18 eV.

### The real centre

In smoky quartz, a hole is trapped on an oxygen next to aluminium, which is the situation modelled here. The parameters above are rough values for that regime, not fitted ones, and the calculated barrier and gap are not measurements. The assumption that fails most clearly is that of two isolated oxygens on harmonic springs. In quartz the four neighbours form two slightly different pairs; the two-site and four-site calculations are the limits of a large and a zero energy offset between them. For the example's numbers and the chosen sign of \(t\), four equal sites and bonds that stiffen with \(\alpha=20\) nm\(^{-1}\) together reduce the barrier by 60%, from 0.32 to 0.13 eV, yet leave the hole trapped. The dependence of \(t\) on distortion has not been sized. The inequality \(g^2>Kt\) is thus a sound first test for a pair of sites well away from the threshold, while a hopping rate needs the barrier of the actual surroundings. The pair threshold does not carry over to more sites. With four equal oxygens and the chosen sign of \(t\), the trapped state ceases to be the lowest at \(t\approx0.33\) eV and disappears near 0.35 eV. With \(\alpha=20\) nm\(^{-1}\) both happen near 0.30 eV, against 1.0 eV for the pair. The numerical output below lists the values used, except for the variant with \(\alpha=11.5\) nm\(^{-1}\), the case of opposite sign, and the four-site shares and thresholds.

## Calculated quantities

```
threshold g^2/(K t) found by bisection: 1.00000
stiffness K: 2500 eV/nm^2
coupling g: 50 eV/nm
single-oxygen coupling G: 70.71 eV/nm
hopping t: 0.20 eV
oxygen mass: 16 u
g^2/K, largest hopping that traps: 1.000 eV
lam = g^2/(K t): 5.000
curvature at x=0: -10000 eV/nm^2
curvature in the well: 2400 eV/nm^2
distortion x0: 0.01960 nm
energy at x=0: -0.2000 eV
energy at the minimum: -0.5200 eV
common-mode energy: -0.5000 eV
barrier: 0.3200 eV = 0.01176 hartree
site polarization: 0.9798
hole share of the favoured oxygen: 0.9899
vertical gap at x0: 2.0000 eV
vertical gap at x=0: 0.4000 eV
scan t=0.2 eV: x0=0.01960 nm, barrier=0.32000 eV
scan t=0.5 eV: x0=0.01732 nm, barrier=0.12500 eV
scan t=0.9 eV: x0=0.00872 nm, barrier=0.00500 eV
scan t=1.1 eV: x0=0.00000 nm, barrier=0.00000 eV
bare vibration quantum: 0.0808 eV
zero-point energy in the well: 0.0396 eV
hopping where barrier = zero-point energy: 0.774 eV
exact vibronic ground energy: -0.48049 eV
lower-surface ground energy: -0.48054 eV
same with diagonal correction: -0.48048 eV
diagonal correction at x=0: 0.0204 eV
exact tunnel splitting: 4.078e-06 eV
lower-surface splitting: 5.485e-06 eV
splitting with diagonal correction: 4.893e-06 eV
mean polarization, no bias: 0.00000
half bias of ten splittings: 4.078e-05 eV
mean polarization with that bias: 0.9755
barrier/(kB T) at 300 K: 12.38
classical hop rate at 300 K: 8.06e+07 1/s
tunnelling crossover temperature: 299 K
limit of half bias h: 0.5338 eV
oxide field: 5.0 MV/cm
O-O distance along the field: 0.26 nm
site-energy difference from field: 0.130 eV
barrier out of the upper well in field: 0.2590 eV
barrier, four equal oxygens: 0.2144 eV
Morse decay parameter: 20 1/nm
barrier, two oxygens, stiffening bonds: 0.2263 eV
barrier, four oxygens, stiffening bonds: 0.1269 eV
```
